# Inverse-thickness decay of the transmission mixing conductance in ballistic ferromagnets

## The form of the answer

A ferromagnetic film of thickness $d$ lies between two identical normal metals. An electron that crosses it with in-plane wavevector $\mathbf k$ acquires different phases in its two spin components. The transmission mixing conductance adds up the resulting interference over all $\mathbf k$.

Counted in units of $e^2/h$ per area, it has the dimension of an inverse area. It is the area of the $\mathbf k$-plane that contributes coherently, divided by $(2\pi)^2$. Rotational symmetry about the film normal makes the relative phase a function of $k^2$, so its gradient vanishes at $\mathbf k=0$. Near that point the phase changes by an amount of order $k^2d/\kappa$, where $\kappa$ is a wavevector built from the Fermi surfaces. Channels interfere constructively while this change is at most of order one, hence inside a disc of area of order $\kappa/d$. The expected form is therefore

$$G(d)\sim \frac{\kappa}{d}\,e^{i\Delta d},$$

with $\Delta$ the spin splitting of the normal wavevector at $\mathbf k=0$. The symmetry argument does not give $\kappa$, and it does not exclude other stationary points. Both matters are settled below.

## Assumptions and definition

1. The interfaces are flat, so $\mathbf k$ is conserved. Transport is ballistic and the temperature is zero.
2. Each spin has one isotropic parabolic band, with the same mass in film and leads. The Fermi spheres in the film have radii $k_u>k_d$ for majority and minority spin.
3. The majority electrons match the leads: the lead Fermi wavevector is $k_u$.

Write $s=k^2$ and

$$q=\sqrt{k_u^2-s},\qquad b=\sqrt{k_d^2-s},\qquad \Delta=k_u-k_d,\qquad K^2=k_u^2-k_d^2 .$$

Here $q$ is the normal wavevector in the leads and, by assumption 3, also that of majority electrons in the film. The minority one is $b$, which becomes $i\kappa_s$ with $\kappa_s>0$ when $s>k_d^2$. With transmission amplitudes $t_u,t_d$ taken from face to face,

$$G(d)=\int_{k<k_u}\frac{d^2k}{(2\pi)^2}\,t_u t_d^*=\frac1{4\pi}\int_0^{k_u^2}ds\,t_ut_d^* ,\tag{1}$$

because $d^2k=2\pi k\,dk=\pi\,ds$.

The physical meaning follows from an incident spinor $(1,1)/\sqrt2$, polarized across the magnetization. It leaves as $(t_u,t_d)/\sqrt2$, for which $\langle\sigma_x\rangle-i\langle\sigma_y\rangle=2\psi_u\psi_d^*=t_ut_d^*$. The modulus of $G$ thus measures the transverse spin that survives the crossing, and its phase is minus the angle through which that spin has precessed.

**Theorem.** Under assumptions 1 to 3, as $d\to\infty$ with the wavevectors fixed,

$$G(d)=\sum_{n=0}^\infty G_n(d)+O(d^{-2}),\qquad
G_n=\frac{i\,T_0\,r_0^{2n}\,e^{i[k_u-(2n+1)k_d]d}}{2\pi d\left[(2n+1)/k_d-1/k_u\right]},\tag{2}$$

where $r_0=(k_u-k_d)/(k_u+k_d)$ and $T_0=1-r_0^2$. The direct term is

$$G_0(d)=\frac{i\,T_0\,k_uk_d}{2\pi\Delta\,d}\,e^{i\Delta d}.\tag{3}$$

## Lemma 1: the slab amplitude

**Lemma.** For normal wavevectors $q$ outside and $k_z$ inside,

$$t=\frac{4qk_z\,e^{ik_zd}}{(q+k_z)^2-(q-k_z)^2e^{2ik_zd}} .\tag{4}$$

**Proof.** The wave is $e^{iqz}+Re^{-iqz}$ on the left, $Ae^{ik_zz}+Be^{-ik_zz}$ in the film, and $te^{iq(z-d)}$ on the right. Equal masses make both the wave and its slope continuous:

$$1+R=A+B,\qquad q(1-R)=k_z(A-B),$$
$$Ae^{ik_zd}+Be^{-ik_zd}=t,\qquad k_z(Ae^{ik_zd}-Be^{-ik_zd})=qt .$$

The last pair gives

$$A=\frac{k_z+q}{2k_z}\,t\,e^{-ik_zd},\qquad B=\frac{k_z-q}{2k_z}\,t\,e^{ik_zd}.$$

Multiplying the first equation by $q$ and adding the second removes $R$, leaving $2q=(q+k_z)A+(q-k_z)B$. Substitution of $A$ and $B$ yields

$$4qk_z=t\left[(q+k_z)^2e^{-ik_zd}-(q-k_z)^2e^{ik_zd}\right],$$

which is (4). ∎

For majority electrons $k_z=q$, and (4) reduces to $t_u=e^{iqd}$. For propagating minority electrons set $r=(q-b)/(q+b)$, so that $1-r^2=4qb/(q+b)^2$. Dividing numerator and denominator of (4) by $(q+b)^2$ and expanding the geometric series gives

$$t_d^*=(1-r^2)\sum_{n=0}^{\infty}r^{2n}e^{-i(2n+1)bd}.\tag{5}$$

Term $n$ describes $2n+1$ passes through the film.

## Lemma 2: stationary phase at normal incidence

The relative phase of term $n$ is $\varphi_n d$, with $\varphi_n=q-(2n+1)b$. Its gradient in the $\mathbf k$-plane is

$$\nabla\varphi_n=\mathbf k\left(\frac{2n+1}{b}-\frac1q\right).$$

Since $q>b$, the bracket is positive. Inside the disc $k<k_d$ the stationary point is therefore $\mathbf k=0$, and no ring of stationary points exists. Expanding the square roots, $\sqrt{k_\sigma^2-k^2}\simeq k_\sigma-k^2/(2k_\sigma)$, gives

$$\varphi_n\simeq k_u-(2n+1)k_d+\frac{k^2}{2}\left(\frac{2n+1}{k_d}-\frac1{k_u}\right).$$

The Fresnel integral follows from a Gaussian with a small damping $\eta>0$:

$$\int d^2k\,e^{i\alpha k^2-\eta k^2}=\frac{\pi}{\eta-i\alpha}\longrightarrow\frac{i\pi}{\alpha}\qquad(\eta\to0).$$

Here $\alpha=\tfrac d2[(2n+1)/k_d-1/k_u]$. The slowly varying amplitude $(1-r^2)r^{2n}$ is taken at $\mathbf k=0$, where it equals $T_0r_0^{2n}$. Multiplication by $1/(2\pi)^2$ reproduces $G_n$ in (2). For $n=0$ the bracket is $1/k_d-1/k_u=\Delta/(k_uk_d)$, which gives (3).

The factor $i$ records that, among channels with a propagating minority wave, the relative phase is smallest at normal incidence. The nearby oblique channels add positive phase, and together they advance the sum by a quarter turn.

## Proof of the theorem

Stationary phase supplies the candidate. It remains to bound what was dropped, in particular near grazing incidence, where $r\to1$ and the bounce series converges slowly.

**Propagating minority channels.** Use $b$ as variable: $s=k_d^2-b^2$, so $ds$ becomes $2b\,db$ with $b$ running from $0$ to $k_d$, and $q=\sqrt{K^2+b^2}$. For $b>0$ the moduli of the terms in (5) sum to $(1-r^2)/(1-r^2)=1$. By dominated convergence, sum and integral may then be exchanged:

$$G_{\rm prop}=\frac1{4\pi}\sum_n\int_0^{k_d}db\,A_n\,e^{i\psi_nd},\qquad A_n=\frac{8qb^2}{(q+b)^2}\,r^{2n},\qquad\psi_n=q-(2n+1)b .$$

The slope $\psi_n'=b/q-(2n+1)$ has no zero, because $b/q\le k_d/k_u<1$. It obeys $|\psi_n'|\ge(2n+1)(1-k_d/k_u)$. Normal incidence, an interior point of the $\mathbf k$-plane, has become the endpoint $b=k_d$. Integrating by parts twice gives

$$\int_0^{k_d}A_ne^{i\psi_nd}db=\left[\frac{A_ne^{i\psi_nd}}{i\psi_n'd}+\frac{B_ne^{i\psi_nd}}{\psi_n'd^2}\right]_0^{k_d}-\frac1{d^2}\int_0^{k_d}\left(\frac{B_n}{\psi_n'}\right)'e^{i\psi_nd}db,\quad B_n=\left(\frac{A_n}{\psi_n'}\right)'.$$

At $b=0$ both brackets vanish, since $A_n\propto b^2$ there. At $b=k_d$ we have $q=k_u$, $A_n=2k_dT_0r_0^{2n}$ and $\psi_n'=k_d/k_u-(2n+1)$. The first bracket, divided by $4\pi$, is

$$\frac{2k_dT_0r_0^{2n}e^{i\psi_nd}}{4\pi i d\,[k_d/k_u-(2n+1)]}=\frac{iT_0r_0^{2n}e^{i\psi_nd}}{2\pi d\,[(2n+1)/k_d-1/k_u]}=G_n .$$

The terms in $1/d^2$ must have a finite sum over $n$. Put $q+b=Ke^{\theta}$. Since $(q-b)(q+b)=K^2$, this gives $r=e^{-2\theta}$ and $r^{2n}=e^{-4n\theta}$. Moreover $\theta=0$ at $b=0$ and $\theta'=1/q\ge1/k_u$, so $\theta\ge b/k_u$. Two derivatives of $A_n$ produce at worst factors $n^2b^2$, $nb$ and $1$, apart from bounded functions, multiplied by $e^{-4nb/k_u}$. Such products are bounded uniformly in $n$. The higher derivatives of $\psi_n$ do not depend on $n$, and each division by $\psi_n'$ supplies a factor of order $1/(2n+1)$. All $1/d^2$ terms are therefore bounded by a constant times $(2n+1)^{-2}d^{-2}$, and their sum is $O(d^{-2})$.

**Evanescent minority channels.** Dividing (4) by its numerator gives the equivalent form

$$\frac1t=\cos k_zd-i\,\frac{q^2+k_z^2}{2qk_z}\sin k_zd .$$

For $k_z=i\kappa_s$ the real part is $\cosh\kappa_sd$ and the rest is imaginary, so $|t_d|\le1/\cosh\kappa_sd\le2e^{-\kappa_sd}$. With $s=k_d^2+\kappa_s^2$, their contribution to (1) is at most

$$\frac1{4\pi}\int_0^\infty2\kappa_s\,d\kappa_s\,2e^{-\kappa_sd}=\frac1{\pi d^2}.$$

This is also $O(d^{-2})$, which completes the proof. ∎

## A second case: the transparent film

The size of the first correction is easiest to see when internal reflection is dropped, $t_\sigma=e^{ik_{\sigma z}d}$, and only $k<k_d$ is kept. Take the phase rate $p=q-b$ as variable. From $q^2-b^2=K^2$ follows $q+b=K^2/p$, hence $b=\tfrac12(K^2/p-p)$ and

$$ds=-2b\,db=\tfrac12\left(\frac{K^2}{p}-p\right)\left(\frac{K^2}{p^2}+1\right)dp=\tfrac12\left(\frac{K^4}{p^3}-p\right)dp .$$

As $s$ runs from $0$ to $k_d^2$, $p$ runs from $\Delta$ to $K$. Therefore

$$G_{\rm tr}=\int_\Delta^Kw(p)\,e^{ipd}dp,\qquad w(p)=\frac1{8\pi}\left(\frac{K^4}{p^3}-p\right).\tag{6}$$

The mixing conductance is the Fourier transform of the distribution of precession rates. This distribution starts with a step at $\Delta$, and a step transforms into a $1/d$ tail.

With $K^2=(k_u+k_d)\Delta$, the step height is $w(\Delta)=[(k_u+k_d)^2-\Delta^2]/(8\pi\Delta)=k_uk_d/(2\pi\Delta)$. This is the prefactor of (3) with $T_0=1$. At the other end $w(K)=0$ and $w'(K)=-4/(8\pi)$, so the grazing edge contributes $w'(K)e^{iKd}/d^2=-e^{iKd}/(2\pi d^2)$ to leading order.

Repeated integration by parts at $p=\Delta$ gives

$$\frac{iw(\Delta)e^{i\Delta d}}{d}\left[1-\frac{i\ell}{d}-\frac{m}{d^2}+\dots\right],\qquad \ell=-\frac{w'(\Delta)}{w(\Delta)},\quad m=\frac{w''(\Delta)}{w(\Delta)} .$$

Using $(k_u+k_d)^2=\Delta^2+4k_uk_d$ and $w''(\Delta)=12K^4/(8\pi\Delta^5)$,

$$\ell=\frac{\Delta}{4k_uk_d}\left[\frac{3(k_u+k_d)^2}{\Delta^2}+1\right]=\frac3\Delta+\frac{\Delta}{k_uk_d},\qquad m=\frac{3(k_u+k_d)^2}{\Delta^2k_uk_d}.\tag{7}$$

For a weak splitting the law thus requires $\Delta d\gg3$: the film must be thick compared with about half an oscillation period $2\pi/\Delta$. If $\Delta\to0$ at fixed $d$, this condition fails and the divergence of (3) is spurious. The two amplitudes then become equal, and (1) tends to the Sharvin value $k_u^2/(4\pi)$. The same value is reached for $d\to0$.

## Worked example

Take a majority and lead Fermi energy of 7 eV, an exchange splitting of 2 eV, the free-electron mass and $d=3$ nm. The wavevectors are $k_u=13.555$ and $k_d=11.456\ \mathrm{nm^{-1}}$, so $\Delta=2.099\ \mathrm{nm^{-1}}$ and the period is $2\pi/2.099=2.99$ nm.

The interface is nearly transparent, with $r_0=0.0839$ and $T_0=0.993$. From (2), the first internal-reflection harmonic relative to the direct term is

$$r_0^2\,\frac{1/k_d-1/k_u}{3/k_d-1/k_u}=0.00704\times\frac{0.0135}{0.188}\approx5\times10^{-4}.$$

This ratio does not depend on $d$, so the direct term alone keeps a relative error of about this size however thick the film.

The direct term has modulus

$$|G_0|=\frac{0.993\times13.555\times11.456}{2\pi\times2.099\,d}=\frac{11.69\ \mathrm{nm^{-1}}}{d},$$

or $3.90\ \mathrm{nm^{-2}}$ at 3 nm, in units of $e^2/h$. The full slab integral (1) compares with it as follows.

| $d$ (nm) | slab $\lvert G\rvert$ (nm⁻²) | direct $\lvert G_0\rvert$ (nm⁻²) |
|---:|---:|---:|
| 1.5 | 5.61 | 7.79 |
| 3 | 3.42 | 3.90 |
| 6 | 1.870 | 1.949 |
| 12 | 0.963 | 0.974 |
| 50 | 0.2336 | 0.2338 |
| 200 | 0.05845 | 0.05846 |

At 3 nm the slab value is $1.33\times10^{14}\ \Omega^{-1}\mathrm{m^{-2}}$, or 23% of the Sharvin conductance of $14.6\ \mathrm{nm^{-2}}$. The direct term is 14% above the slab modulus. The complex error is larger: the slab gives $1.32+3.16i$ and the direct term $-0.05+3.90i$. Their difference has modulus 1.56, which is 40% of the direct term. Equation (7) gives $\ell=1.44$ nm and hence a first estimate $\ell/d=0.48$. This $\ell$ belongs to the transparent film. In the slab the direct weight carries the extra factor $1-r^2=1-p^4/K^4$, which lengthens it slightly to $\ell+4r_0^2/(\Delta T_0)=1.46$ nm. At 3 nm the asymptotic law is a rough guide.

The modulus fares better than the phase because the first correction in (7) is a quarter turn out of step with the leading term. For the series at $p=\Delta$, without the small grazing-edge term, the modulus is multiplied to order $d^{-2}$ by $1+(\ell^2-2m)/(2d^2)$. With $m=3\times25.01^2/(2.099^2\times155.3)=2.74\ \mathrm{nm^2}$ this is $1-1.70\ \mathrm{nm^2}/d^2$. It gives 0.988 at 12 nm, while the slab ratio is $0.963/0.974=0.989$. At this thickness the transparent-film correction therefore also describes the weakly reflecting slab. In much thicker films the correction drops below the contribution of internal reflection, which oscillates with $d$ at a fixed relative amplitude of about $5\times10^{-4}$.

Between 50 and 200 nm the slab modulus has a decay exponent of $-0.9995$. Its phase grows at 2.0992 rad/nm between 50 and 80 nm, slightly faster than $\Delta=2.0989$ rad/nm. The correction $-\ell/d$ to the phase accounts for this. Its average slope over the interval is $1.44\,(1/50-1/80)/30\approx3.6\times10^{-4}$ rad/nm. The slab slope quoted above comes from a straight-line fit to the phase. Its excess over the less rounded $\Delta=2.09888$ rad/nm lies between $3.5\times10^{-4}$ and $3.6\times10^{-4}$ rad/nm, close to this estimate. The weak internal reflections also shift such slopes slightly. The complete values are in the numerical output below.

## Remark 1: why matching matters

If majority electrons also reflect at the interfaces, $t_u$ acquires its own bounce series. The relative phase of $2m'+1$ majority passes and $2n+1$ minority passes is stationary on a ring $k\ne0$ wherever

$$\frac{k_{uz}}{k_{dz}}=\frac{2m'+1}{2n+1}.$$

If the lead Fermi wavevector exceeds $k_d$, the left side rises from $k_u/k_d$ at normal incidence to infinity at $k=k_d$, so such rings exist. For three majority passes and one minority pass, with $k_u<3k_d$, the ring lies at $k_{uz}=3k_{dz}$. Setting $k_{dz}=b_r$ there and using $d^2k_z/ds^2=-1/(4k_z^3)$,

$$\varphi''(s)=-\frac{3}{4(3b_r)^3}+\frac1{4b_r^3}=\frac{2}{9b_r^3}.$$

One-dimensional stationary phase in $s$ gives a term of modulus

$$|G_{\rm ring}|=\frac{r_u^2(1-r_u^2)(1-r_d^2)}{4\pi}\sqrt{\frac{2\pi}{d\,\varphi''}},$$

where $r_u,r_d$ are the interface reflection amplitudes on the ring. It decays as $d^{-1/2}$, since a whole ring of channels stays in phase. The $1/d$ law is therefore not the ultimate asymptote of a coherent film with reflecting majority interfaces.

The effect is weak for a small mismatch. Let the lead Fermi energy, measured from the lead band bottom, be raised by 0.5 eV with the film held fixed. The ring then lies at $k=11.2\ \mathrm{nm^{-1}}$. Extrapolated down to 3 nm, where it is only a rough estimate, the stationary-phase formula gives about $2\times10^{-3}\ \mathrm{nm^{-2}}$, against 3.90 for the matched direct term. The two would become equal at about 14 mm, far beyond any ballistic thickness considered here.

## Remark 2: dependence on curvature

The prefactor contains the difference of two nearly equal inverse radii, so it is sensitive to the shape of the Fermi surfaces. Let the minority surface be an ellipsoid with transverse-to-normal mass ratio $\rho$, so that $k_{dz}=\sqrt{k_d^2-k^2/\rho}$. The bracket in the direct term becomes $1/(\rho k_d)-1/k_u$. At $\rho=1.05$, with all else fixed, the prefactor grows by a factor 1.44. This is the thick-film value: the full slab modulus grows by only 1.28 at 3 nm and 1.42 at 12 nm.

At $\rho=k_u/k_d=1.18$ the quadratic term vanishes. The next term in the phase is

$$\frac{k^4}{8}\left(\frac1{\rho^2k_d^3}-\frac1{k_u^3}\right)=\frac{k^4}{8k_u^2}\left(\frac1{k_d}-\frac1{k_u}\right)\ne0 .$$

The coherent disc then obeys $k^4d\sim$ const. Its area, and with it this contribution, scales as $d^{-1/2}$. The inverse-thickness law thus presupposes a nonzero relative curvature. This alone is not sufficient: for $k_u/k_d<\rho<(k_u/k_d)^2$ the phase is also stationary on a ring where $k_{uz}=\rho k_{dz}$, and the ring contribution again decays as $d^{-1/2}$.

## Remark 3: temperature, roughness and scattering

**Temperature.** The phase $\Delta d$ changes with energy at a rate $\tau=d\,\partial\Delta/\partial E$. Averaging $e^{i\tau\epsilon}$ over $-\partial f/\partial\epsilon$ uses $x=\epsilon/k_BT$ and $y=k_BT\tau$. The weight has period $2\pi i$ in $x$ and behaves as $-1/(x-i\pi)^2$ at its pole, so the residue is $-iy\,e^{-\pi y}$. Closing the contour along the line shifted by $2\pi i$ gives

$$I\,(1-e^{-2\pi y})=2\pi i\,(-iy\,e^{-\pi y})\quad\Rightarrow\quad I=\frac{\pi y}{\sinh\pi y}.$$

At 300 K and 3 nm this factor is 0.9997.

**Roughness.** A Gaussian spread of thickness with standard deviation $\sigma$ multiplies the oscillation by $e^{-\Delta^2\sigma^2/2}$. For $\sigma=0.2$ nm this is 0.916, a thick-film value; averaging the full slab integral at 3 nm gives 0.909. The estimate leaves out scattering between different $\mathbf k$ at the steps.

**Scattering.** With mean free paths $\lambda_u,\lambda_d$ for intensity, the coherent amplitudes at normal incidence fall by $e^{-d/2\lambda_u}$ and $e^{-d/2\lambda_d}$. For $\lambda_u=10$ nm and $\lambda_d=1$ nm the product at 3 nm is $e^{-0.15-1.5}=0.19$. The slab integral with correspondingly complex wavevectors gives 0.18, which lowers $|G|$ from 3.42 to $0.60\ \mathrm{nm^{-2}}$.

## Relation to a real film

The lead Fermi energy is close to the free-electron value for copper. The splitting and the mean free paths are illustrative and are not derived from the bands of cobalt. For a cobalt film between copper leads, ballistic transport is a doubtful assumption. The assumed minority mean free path of 1 nm is shorter than $\ell=1.44$ nm, so no thickness is both ballistic for minority electrons and large enough for (3) to be accurate. At 3 nm scattering removes about four fifths of the amplitude. Beyond about 1.8 nm, where $d/2\lambda_u+d/2\lambda_d=1$, the exponential already falls faster than the $1/d$ factor. Cobalt also has $d$ bands, several Fermi-surface sheets and spin-orbit coupling, none of which is included. By Remark 2, a modest change of band curvature alone can move the prefactor by tens of per cent. The value of $1.33\times10^{14}\ \Omega^{-1}\mathrm{m^{-2}}$ is thus a ballistic result of this model and not a prediction for a cobalt device.

## Computed results

```
Lead and majority Fermi energy: 7.00 eV
Exchange splitting: 2.00 eV
Majority wavevector ku: 13.5546 1/nm
Minority wavevector kd: 11.4558 1/nm
Difference ku-kd: 2.0989 1/nm
Grazing-edge wavevector K: 7.2453 1/nm
Oscillation period: 2.9936 nm
Normal-incidence reflection r0: 0.08392
Interface factor T0: 0.99296
Sharvin conductance: 14.6206 e^2/h per nm^2
Leading |G| times d: 11.6916 e^2/h per nm
Relative-error length: 1.4429 nm
d (nm); slab Re G, Im G, |G|; leading |G| (e^2/h per nm^2)
   1.5;  -3.39471,  -4.46969,  5.61268;  7.79442
   3.0;   1.32185,   3.15804,  3.42352;  3.89721
   6.0;   0.37506,   1.83210,  1.87009;  1.94860
  12.0;   0.06269,   0.96120,  0.96324;  0.97430
  24.0;  -0.02288,   0.48494,  0.48548;  0.48715
  50.0;   0.22109,  -0.07551,  0.23362;  0.23383
 100.0;  -0.06726,  -0.09557,  0.11686;  0.11692
 200.0;   0.05460,   0.02086,  0.05845;  0.05846
Fitted decay exponent, 50 to 200 nm: -0.99949
Fitted phase slope, 50 to 80 nm: 2.09923 rad/nm
Example thickness: 3.0 nm
Slab |G| at example: 1.3263e+14 1/(ohm m^2)
Slab |G| over Sharvin at example: 0.2342
Leading real part at example: -0.0524 e^2/h per nm^2
Leading imag part at example: 3.8969 e^2/h per nm^2
Thermal factor at 300 K, example: 0.99969
Roughness rms: 0.20 nm; factor: 0.9157
Mean free paths up, down: 10.0, 1.0 nm
Scattering factor estimate at example: 0.1920
Scattering factor from slab at example: 0.1760
Damped slab |G| at example: 0.6027 e^2/h per nm^2
Majority mismatch: 0.50 eV
Ring parallel wavevector: 11.1657 1/nm
Ring term at example: 1.787e-03 e^2/h per nm^2
Ring term equals leading term at d = 1.43e+01 mm
Minority mass ratio: 1.05; prefactor change: 1.4441
Mass ratio where the curvature vanishes: 1.1832
```
